# Second-Order Jahn-Teller Criterion for Off-Centring an ns² Cation

When a structure containing an $ns^2$ cation is relaxed from a site with inversion symmetry, one must decide whether to keep that symmetry or to displace the cation first. The force on a cation at an inversion centre vanishes, so a relaxation started there can stop at a point that is not a minimum. The first, local test is the sign of a force constant, which contains a negative part: electronic coupling squared over an excitation energy.

Let $Q$ be the displacement of the cation along a fixed direction, with all other nuclei held in place. The algebra uses atomic units. The clamped-nuclei Hamiltonian $H(Q)$ includes the repulsion between nuclei or ionic cores, and near the centre

$$H(Q)=H_0+QH'+\tfrac12Q^2H''+\dots,$$

where primes denote derivatives at $Q=0$. The states $|n\rangle$ of $H_0$ have energies $E_n$. The ground state $|0\rangle$ is taken to be real, closed-shell and non-degenerate, and its energy to be a smooth function of $Q$.

Inversion of the electron coordinates turns $H(Q)$ into $H(-Q)$, because it maps the surrounding cage onto itself and reverses the cation displacement. Hence $H'$ is odd and $H''$ is even. The state $|0\rangle$ has definite parity, so $\langle0|H'|0\rangle=0$. The two Hamiltonians also have the same spectrum, so $E(Q)$ is even.

The Herzberg-Teller expansion writes the displaced electronic state in terms of the states at the symmetric geometry. Put

$$|\psi(Q)\rangle=|0\rangle+Q|\phi_1\rangle+Q^2|\phi_2\rangle+\dots,\qquad E(Q)=E_0+Q^2\mathcal E_2+\dots,$$

with $|\phi_1\rangle$ and $|\phi_2\rangle$ orthogonal to $|0\rangle$. This choice fixes the normalization without affecting the energy. The terms linear in $Q$ in $H\psi=E\psi$ give

$$(H_0-E_0)|\phi_1\rangle=-H'|0\rangle.$$

Projection on $\langle n|$, $n\ne0$, gives $(E_n-E_0)\langle n|\phi_1\rangle=-\langle n|H'|0\rangle$, and therefore

$$|\phi_1\rangle=-\sum_{n\neq0}|n\rangle\frac{\langle n|H'|0\rangle}{E_n-E_0}.$$

The terms in $Q^2$ are

$$(H_0-E_0)|\phi_2\rangle+H'|\phi_1\rangle+\tfrac12H''|0\rangle=\mathcal E_2|0\rangle.$$

Projection on $\langle0|$ removes the first term, since $\langle0|(H_0-E_0)=0$. What remains is

$$\mathcal E_2=\tfrac12\langle0|H''|0\rangle-\sum_{n\neq0}\frac{|\langle n|H'|0\rangle|^2}{E_n-E_0}.$$

The force constant is defined by $E=E_0+\frac12KQ^2+O(Q^4)$, so $K=2\mathcal E_2$:

$$K=K_0-2\sum_{n\neq0}\frac{|\langle n|H'|0\rangle|^2}{E_n-E_0},\qquad K_0=\langle0|H''|0\rangle.$$

Here $K_0$ is the curvature for a frozen electronic state. Every term of the sum lowers $K$, because $E_n>E_0$. States of the same parity as $|0\rangle$ drop out, and without spin-orbit coupling so do states of different spin.

The centre is unstable if $K<0$. If $K=0$, higher orders decide. If $K>0$, the centre is stable against a small displacement of this kind, but a separate, lower minimum may lie further away. A collective distortion may also be unstable: $K$ is one diagonal element of the Hessian of all the nuclei, and the lowest eigenvalue of a symmetric matrix cannot exceed any diagonal element.

The sum cannot in general be cut off at its first term. For a free ion translation leaves the energy unchanged, so $K=0$ and the coupling sum must cancel $K_0$ entirely; much of the sum can thus describe electrons following their own core. A numerical check uses two interacting electrons on a coarse 31-point grid from $-6$ to $6$ bohr along a line, bound to a movable core between two fixed centres that repel them. The direct interaction of the core with these centres, which would add the same term to $K_0$ and to $K$, is left out. The check gives $K_0=114.1$ and a coupling sum of $103.2$ eV/Å². Their difference, $10.9$ eV/Å², agrees with finite differences of the ground-state energy; with a converged kinetic-energy operator both terms fall by about $2$ eV/Å² while the difference stays at $10.9$. The most strongly coupled state, which in this box is also the lowest coupled one, supplies 64% of the sum; keeping it alone would give about $48$ eV/Å². In a box extending to $\pm10$ bohr a weakly coupled state falls below it, and the lowest term then supplies less than 1%. In a two-level description, $K_0$ must therefore be an effective constant that already contains the omitted states.

For an $s^2$ pair whose ground state is the single configuration $s(1)s(2)$, let $h'$ be the one-electron part of the derivative and $v=\langle p|h'|s\rangle$, with $p$ the orbital along $Q$. The excited singlet has the spatial part

$$|S\rangle=\frac{1}{\sqrt2}\left[|p(1)s(2)\rangle+|s(1)p(2)\rangle\right].$$

In $\langle S|h'(1)+h'(2)|s(1)s(2)\rangle$, the first product contributes $v$ through $h'(1)$ and the second contributes $v$ through $h'(2)$. The result is $2v/\sqrt2=\sqrt2\,v$. With $\Delta$ the singlet excitation energy, the general formula becomes

$$K=K_0-2\frac{(\sqrt2v)^2}{\Delta}=K_0-\frac{4v^2}{\Delta}.$$

For $K_0>0$ the centre is unstable when $\Delta<4v^2/K_0$. The factor 4 combines the 2 from the definition of $K$ with the 2 from double occupation. Electron repulsion also mixes $p^2$ into the ground state, which changes the coupling; the formula neglects this.

For independent electrons, $\Delta$ is an orbital energy difference. With several doubly occupied orbitals $i$ and empty orbitals $a$, the same argument for each pair gives

$$K=K_{\rm rep}+2\sum_i\langle i|h''|i\rangle-4\sum_{i,a}\frac{|\langle a|h'|i\rangle|^2}{\varepsilon_a-\varepsilon_i},$$

where $K_{\rm rep}$ comes from the core repulsion. In Kohn-Sham theory the one-electron operator depends on the density, which itself changes with $Q$, and the total energy is not a sum of orbital energies. The orbital sum with the bare $h'$ leaves out this self-consistent change and is not the exact force constant. The decision should be based on self-consistent energies or forces at displaced geometries, or on a self-consistent response calculation.

For independent electrons, with $\Delta$ the orbital gap, the two-level model can also be solved at finite $Q$. Its orbital matrix has diagonal elements $0$ and $\Delta$ and off-diagonal element $vQ$. Twice its lower eigenvalue, plus the effective elastic energy, is

$$E(Q)=\tfrac12K_0Q^2+\Delta-S,\qquad S=\sqrt{\Delta^2+4v^2Q^2}.$$

For small $Q$, $S=\Delta+2v^2Q^2/\Delta-2v^4Q^4/\Delta^3+\dots$, so that

$$E(Q)=\tfrac12\left(K_0-\frac{4v^2}{\Delta}\right)Q^2+\frac{2v^4}{\Delta^3}Q^4+\dots.$$

The quadratic term reproduces the criterion, and the positive quartic term limits the displacement. Since $dS/dQ=4v^2Q/S$, the stationary points satisfy $Q(K_0-4v^2/S)=0$. Away from the centre $S=4v^2/K_0$, which is possible only if this value exceeds $\Delta$. Squaring gives

$$Q_0^2=\frac{4v^2}{K_0^2}-\frac{\Delta^2}{4v^2}.$$

Inserting this in the energy gives

$$E(Q_0)=\frac{2v^2}{K_0}-\frac{K_0\Delta^2}{8v^2}+\Delta-\frac{4v^2}{K_0}=-\frac{2v^2}{K_0}\left(1-\frac{K_0\Delta}{4v^2}\right)^2.$$

Take $\Delta=4$ eV, $v=2$ eV/Å and $K_0=3.6$ eV/Å². The softening is $4\times2^2/4=4$ eV/Å², so $K=-0.4$ eV/Å², and the critical gap is $16/3.6=4.44$ eV. The displacement follows from $Q_0^2=16/12.96-16/16=0.235$ Å², or $Q_0=0.48$ Å, and the depth is $(8/3.6)(1-0.9)^2=0.022$ eV. A modest relative change in $K_0$, $v$ or $\Delta$ can reverse the sign of such a small difference.

Spin-orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$ in the empty $p$ shell changes the denominators. The electrons are still treated as independent, so there is no singlet-triplet splitting and $\Delta$ is an orbital energy difference. From $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-l(l+1)-s(s+1)]$ one finds $-1$ for $j=1/2$ and $+1/2$ for $j=3/2$. The levels lie at $\Delta-\zeta$ and $\Delta+\zeta/2$, where $\Delta$ now refers to their centroid. The orbital reached from $s$ is $p_z$ with unchanged spin, taking $z$ along $Q$. In this state $\langle\mathbf l\cdot\mathbf s\rangle=0$, because $l_zp_z=0$ and the remaining terms change $l_z$. If $w$ is its $j=3/2$ weight, then $w/2-(1-w)=0$, so $w=2/3$. The softening is therefore

$$4v^2\left[\frac{1/3}{\Delta-\zeta}+\frac{2/3}{\Delta+\zeta/2}\right]=\frac{4v^2}{\Delta}\left[1+\frac{\zeta^2}{2\Delta^2}+\dots\right],\qquad 0\le\zeta<\Delta.$$

The linear terms, $+\zeta/3\Delta$ and $-\zeta/3\Delta$, cancel; the quadratic ones are $1/3$ and $1/6$ times $\zeta^2/\Delta^2$. For $\zeta=1$ eV the softening rises from $4.00$ to $4.15$ eV/Å², and $K$ goes from $-0.40$ to $-0.55$ eV/Å². Using the lowest gap $\Delta-\zeta=3$ eV with the full coupling would give $5.33$ eV/Å², because it would assign the whole $p_z$ strength to $j=1/2$.

A cluster MX₆ shows what the criterion involves when the anions are explicit. It is a model with round parameters, not a named material. The cation has an $s$ level at $-2$ eV and $p$ levels at $4$ eV; each of the six anions, at $R_0=3$ Å, has three $p$ orbitals at zero energy. The 38 electrons fill 19 of the 22 orbitals. The hopping amplitudes at $R_0$ are $V_s=1.5$ eV for $s$-$p\sigma$, $V_\sigma=1.5$ eV for $p$-$p\sigma$ and $V_\pi=-0.4$ eV for $p$-$p\pi$. They scale as $(R_0/r)^3$ with the cation-anion distance $r$ and follow the bond direction. The basis is orthonormal; anion-anion hopping, self-consistency and long-range lattice forces are left out, and the cage size is imposed.

At the centre, the $s$ orbital couples to one symmetric anion combination with squared strength $6V_s^2=13.5$ eV². The antibonding level is $-1+\sqrt{1+13.5}=2.81$ eV; this is the highest occupied orbital (HOMO), the level usually identified with the lone pair. It is not a pure cation orbital: its $s$ weight is $\tfrac12(1-1/\sqrt{14.5})=0.37$, and the rest lies on the anions. Each cation $p$ orbital has squared coupling $2V_\sigma^2+4V_\pi^2=5.14$ eV², which puts the lowest empty orbitals (LUMO) at $2+\sqrt{4+5.14}=5.02$ eV. The gap is $2.215$ eV and the HOMO-LUMO coupling is $v=0.722$ eV/Å, so their term is $4\times0.722^2/2.215=0.94$ eV/Å². The complete coupling sum is $6.62$ eV/Å². With the direct electronic term of $-0.14$ eV/Å², the electronic force constant is $K_{\rm el}=-6.76$ eV/Å².

The HOMO-LUMO term is thus a small part of the sum, and its size depends on the representation. Let the orbital basis rotate with the displacement, so that the matrix becomes $\tilde h=e^{QA}he^{-QA}$ with $A$ real and antisymmetric. All eigenvalues, and hence $K$, are unchanged. But $\tilde h'=h'+[A,h]$ at $Q=0$, which gives

$$\langle a|\tilde h'|i\rangle=\langle a|h'|i\rangle-(\varepsilon_a-\varepsilon_i)A_{ai}.$$

The coupling can be altered, or even removed, by the choice of $A$, while $\tilde h''$ and the other couplings compensate. Rotating the cation $s$ and $p_z$ orbitals with $A_{p_zs}=+0.30$ rad/Å reduces the HOMO-LUMO term from $0.94$ to $0.23$ eV/Å² (the opposite sense would raise it), yet $K_{\rm el}$ remains $-6.76$ eV/Å². A coupling constant is meaningful only together with the representation in which it was evaluated; $K$ needs no such label.

The role of the $s$ orbital's mixing with the anions can be measured by switching off $V_s$. This gives $K_{\rm el}=-5.67$ eV/Å². The remaining softening comes from filled anion $p$ orbitals mixing with empty cation $p$ orbitals, since the $s$ orbital is then decoupled. Mixing through the $s$ orbital adds $-1.09$ eV/Å².

This addition can be derived. The trace of $h(Q)$ is constant, so the occupied energies sum to a constant minus the empty ones, and $K_{\rm el}$ is $-2$ times the summed curvatures of the three empty levels. Eliminating the anion amplitudes at energy $E$ leaves a cation matrix with $s$ element $\varepsilon_s+13.5/E$, where $\varepsilon_s$ is the bare $s$ level, and $s$-$p_z$ element $gQ/E$. The constant $g$ collects two paths. The two anions on the displacement axis give $V_sV_\sigma[(1-Q/R_0)^{-6}-(1+Q/R_0)^{-6}]\approx12V_sV_\sigma Q/R_0$. The four others, whose bonds tilt by $-Q/R_0$, give $-4V_sV_\sigma Q/R_0$. Thus $g=8\times2.25/3=6$ eV²/Å.

The $p_z$-like empty level obeys

$$E-\varepsilon_p-\frac{W(Q)}{E}=\frac{(gQ/E)^2}{E-\varepsilon_s-13.5/E},$$

where $\varepsilon_p$ is the bare $p$ level and $W(0)=5.14$ eV². The left side does not involve the $s$ orbital, and its derivative with respect to $E$ is $1+W/E^2$. To order $Q^2$ the $s$ orbital therefore raises this level by

$$\delta E=\frac{g^2Q^2}{(E^2+5.14)(E-\varepsilon_s-13.5/E)},\qquad E=5.02\ \text{eV}.$$

Numerically $\delta E/Q^2=36/(30.4\times4.34)=0.273$ eV/Å². The curvature is twice this, and the factor $-2$ gives $-1.09$ eV/Å², as found by switching off $V_s$. The other two empty levels do not mix with $s$, because each changes sign under a mirror plane containing $Q$.

The core repulsion is $B(R_0/r)^{10}$ per bond. For a pair energy $\varphi(r)$, two bonds are stretched or compressed and four are tilted, so $K_{\rm rep}=2\varphi''+4\varphi'/R_0=(2\times110-4\times10)B/R_0^2=20B$ in the present units. The value $B=0.311$ eV is chosen deliberately to lie between the two thresholds, and gives $K_{\rm rep}=6.22$ eV/Å². Without $s$-anion hopping $K=+0.55$ eV/Å²; with it,

$$K=6.22-6.76=-0.54\ \text{eV/Å}^2=-0.0056\ \text{hartree/bohr}^2.$$

In this cage the hopping between the $s$ orbital and the anions decides the sign, although it supplies the smaller part of the softening. This is not the effect of the two HOMO electrons taken alone: removing them, with all parameters kept, would give $K=-2.25$ eV/Å², a more unstable centre.

The criterion does not select a direction here. In an octahedron, mirror planes remove the off-diagonal elements of the force-constant matrix, and fourfold rotations make the diagonal ones equal, so $K$ is isotropic. Higher orders distinguish the directions. Along [001], [110] and [111] the lowest points lie at $0.21$, $0.29$ and $0.36$ Å, with energies of $-6.0$, $-11.5$ and $-16.7$ meV relative to the centre. Of these three, [111], towards a face of the octahedron, is lowest. A search confined to [001] would miss most of the energy gain. These are energies for clamped nuclei; zero-point and thermal motion are not included.

The displaced state also shows where the lone pair goes. The cation $s$ and $p_z$ orbitals are given the same sign towards the anion at $+z$. At the lowest point along [001], which is a saddle point when the cation may move in all three directions, their density-matrix element is $-0.097$, so the cross term $s\,p_z$ reduces the density on the $+z$ side and increases it on the $-z$ side. The cation moves towards one anion and the lone pair lies on the opposite side.

Finally, the expression for $\delta E$ shows the effect of relativistic stabilization of the $s$ shell when nothing else changes. Lowering $\varepsilon_s$ increases the last denominator and leaves $g$ and $E$ unchanged, so the softening due to the $s$ orbital weakens. For $\varepsilon_s=-2$, $-4$ and $-6$ eV the HOMO-LUMO gap is $2.2$, $2.8$ and $3.3$ eV, and $K_{\rm el}$ is $-6.76$, $-6.42$ and $-6.24$ eV/Å². With the same repulsion, $K$ becomes $-0.54$, $-0.20$ and $-0.02$ eV/Å²: the instability has almost vanished at the deepest level, but not quite. This isolates one cause. Between real elements of a group the ionic size, the hopping, the $p$ levels and the spin-orbit splitting change as well, and a prediction requires the complete $K$ for each compound.

## Computed results

```
GRID: two interacting electrons, electronic energy only
direct term K0 = 114.1262 eV/A^2
coupling sum = 103.2049 eV/A^2
K from formula = 10.9213 eV/A^2
K from finite differences = 10.9213 eV/A^2
lowest coupled excitation = 19.009 eV
its share of coupling sum = 0.642
relative error of Herzberg-Teller state = 5.3e-05
TWO-LEVEL MODEL
gap = 4.00 eV; v = 2.00 eV/A; K0 = 3.60 eV/A^2
singlet coupling = 2.8284 eV/A
softening = 4.000 eV/A^2; K = -0.400 eV/A^2
critical gap = 4.444 eV
off-centre Q = 0.4843 A; depth = 0.02222 eV
spin-orbit zeta = 1.00 eV; softening = 4.1481 eV/A^2
K with spin-orbit = -0.5481 eV/A^2
MX6 MODEL
R0 = 3.00 A; anion p level = 0.00 eV
cation s level = -2.00 eV; p level = 4.00 eV
sp, pp-sigma, pp-pi hopping = 1.50, 1.50, -0.40 eV
inverse powers: hopping 3, repulsion 10
HOMO = 2.8079 eV; LUMO = 5.0232 eV
HOMO-LUMO gap = 2.2154 eV; v = 0.7219 eV/A
direct electronic term = -0.1441 eV/A^2
coupling sum = 6.6166 eV/A^2
HOMO-LUMO part of sum = 0.9410 eV/A^2
electronic K = -6.7607 eV/A^2
rotating basis: rotation rate = 0.30 rad/A
rotating basis: direct term = -0.1473 eV/A^2
rotating basis: coupling sum = 6.6134 eV/A^2
rotating basis: HOMO-LUMO part = 0.2264 eV/A^2
electronic K without sp hopping = -5.6672 eV/A^2
repulsion per bond = 0.311 eV; its K = 6.2200 eV/A^2
total K = -0.5407 eV/A^2 = -0.005564 hartree/bohr^2
total K without sp hopping = 0.5528 eV/A^2
[001] minimum: Q = 0.2075 A; energy = -5.972 meV
[110] minimum: Q = 0.2921 A; energy = -11.543 meV
[111] minimum: Q = 0.3552 A; energy = -16.687 meV
[001] minimum without sp hopping: Q = 0.0000 A
s-pz density element at [001] minimum = -0.09678
s level -2.0 eV: gap 2.215 eV; electronic K -6.7607 eV/A^2
s level -4.0 eV: gap 2.840 eV; electronic K -6.4155 eV/A^2
s level -6.0 eV: gap 3.280 eV; electronic K -6.2360 eV/A^2
```
